# Slater's Ice-Rule Model of KH2PO4: Counting Protons and the Polarisation Jump: a numerical check

```python
"""Slater's model of KH2PO4: the polarisation jumps from 0 to saturation at
k*T = eps/ln 2 when every phosphate group keeps exactly two near protons.

eps : energy of a group whose dipole lies across the c axis (along c: 0)
x   : exp(-eps/kT);  P : polarisation / saturation value
n0  : fraction of groups with dipole across c
phi : free energy per group / kT at fixed P;  eta : dipole*field/kT
s   : half the logarithm of (up groups / down groups)
w   : energy of a group with one or three near protons (ice rule broken)
Energies are in meV and temperatures in K unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import eigs
from scipy.special import gammaln, entr

KB = const.k / const.e * 1e3            # meV/K
eps = 7.2                               # meV
volume_nm3 = 0.1                        # per group
p_sat_uc = 5.0                          # uC/cm2
t_low, t_high = 115.0, 125.0            # K
w_break = 50.0                          # meV, rough
breakdown = 0.3                         # MV/cm, rough
t_c = eps / (KB * np.log(2))


def boltz(temp):
    return np.exp(-eps / (KB * temp))


# ---- one group: bonds 0,1 lie below it, bonds 2,3 above it ----
bond_vectors = np.array([[1, -1, -1], [-1, 1, -1], [1, 1, 1], [-1, -1, 1]])
arrows = np.array(list(itertools.product([0, 1], repeat=4)))   # 1 = up
near_flags = np.hstack([arrows[:, :2], 1 - arrows[:, 2:]])
near = near_flags.sum(axis=1)
group_pol = (arrows.sum(axis=1) - 2) / 2
dipoles = (1 - 2 * near_flags) @ bond_vectors   # near = moved to the centre
ice = near == 2
along = ice & (dipoles[:, 2] != 0)
across = ice & (dipoles[:, 2] == 0)
assert ice.sum() == 6 and along.sum() == 2 and across.sum() == 4
assert np.all(dipoles[along][:, :2] == 0)
assert np.all(np.abs(dipoles[across][:, :2]).sum(axis=1) > 0)
assert np.allclose(dipoles[ice][:, 2] / 4, group_pol[ice])


# ---- the count, against enumeration over all pairings of bond ends ----
def log_count(n_up, n_down, n_side):
    n = n_up + n_down + n_side
    ups = 2 * n_up + n_side
    groups = (gammaln(n + 1) - gammaln(n_up + 1) - gammaln(n_down + 1)
              - gammaln(n_side + 1) + n_side * np.log(4))
    bonds = gammaln(2 * n + 1) - gammaln(ups + 1) - gammaln(2 * n - ups + 1)
    return groups - bonds


ice_arrows, ice_pol = arrows[ice], group_pol[ice]
choices = np.array(list(itertools.product(range(6), repeat=3)))
below_ends = ice_arrows[choices][:, :, :2].reshape(len(choices), 6)
above_ends = ice_arrows[choices][:, :, 2:].reshape(len(choices), 6)
pairings = list(itertools.permutations(range(6)))
hits = np.zeros(len(choices))
for pairing in pairings:
    hits += np.all(above_ends[:, list(pairing)] == below_ends, axis=1)
ups3 = (ice_pol[choices] == 1).sum(axis=1)
downs3 = (ice_pol[choices] == -1).sum(axis=1)
for u in range(4):
    for d in range(4 - u):
        mean_count = hits[(ups3 == u) & (downs3 == d)].sum() / len(pairings)
        assert np.isclose(mean_count, np.exp(log_count(u, d, 3 - u - d)))


# ---- free energy at fixed P, minimised numerically over n0 ----
def phi_direct(pol, x):
    def value(n0):
        up, down = (1 - n0 + pol) / 2, (1 - n0 - pol) / 2
        p = (1 + pol) / 2
        entropy = entr(up) + entr(down) + entr(n0) + n0 * np.log(4)
        return -n0 * np.log(x) - entropy + 2 * (entr(p) + entr(1 - p))
    best = minimize_scalar(value, bounds=(0, 1 - abs(pol)),
                           method="bounded", options={"xatol": 1e-11})
    return best.fun, best.x


for pol in (0.0, 0.3, 0.6, 0.9):
    value, n0 = phi_direct(pol, 0.5)
    assert abs(value) < 1e-9                     # flat at the transition
    assert abs(n0 - (1 - pol**2) / 2) < 1e-5
for x in (0.4, 0.6):
    assert abs(phi_direct(0, x)[0] + np.log((1 + 2 * x) / 2)) < 1e-9
    for pol in (0.2, 0.5, 0.8):
        n0 = phi_direct(pol, x)[1]
        up, down = (1 - n0 + pol) / 2, (1 - n0 - pol) / 2
        assert abs(n0 - 4 * x * np.sqrt(up * down)) < 1e-5
        s = 0.5 * np.log(up / down)
        assert abs(np.sinh(s) / (np.cosh(s) + 2 * x) - pol) < 1e-5
        step = 1e-4
        slope = (phi_direct(pol + step, x)[0]
                 - phi_direct(pol - step, x)[0]) / (2 * step)
        formula = np.log((1 + 2 * x * np.exp(s)) / (np.exp(s) + 2 * x))
        assert abs(slope - formula) < 1e-5
        assert np.sign(slope) == np.sign(2 * x - 1)


# ---- finite N: full sum over the counted configurations ----
class SlaterSum:
    def __init__(self, n):
        up, down = np.meshgrid(np.arange(n + 1), np.arange(n + 1),
                               indexing="ij")
        keep = up + down <= n
        up, down = up[keep], down[keep]
        self.n, self.side = n, n - up - down
        self.pol = (up - down) / n
        self.logw = log_count(up, down, self.side)

    def averages(self, x, eta=0.0):
        logs = self.logw + self.side * np.log(x) + eta * self.n * self.pol
        top = logs.max()
        weight = np.exp(logs - top)
        total = weight.sum()
        weight /= total
        return {"lnz": (top + np.log(total)) / self.n,
                "p": weight @ self.pol, "abs": weight @ np.abs(self.pol),
                "p2": weight @ self.pol**2,
                "n0": weight @ self.side / self.n}


def pol_in_field(x, eta):
    if np.exp(eta) >= 2 * x:
        return 1.0
    es = (2 * x * np.exp(eta) - 1) / (2 * x - np.exp(eta))
    return (es - 1 / es) / (es + 1 / es + 4 * x)


small_sum, big_sum = SlaterSum(500), SlaterSum(2000)
x_warm = boltz(1.2 * t_c)
warm = big_sum.averages(x_warm)
# Gaussian sum over P gives a prefactor growing as the square root of N
log_prefactor = 0.5 * np.log(np.pi * big_sum.n
                             * (2 * x_warm + 1) / (2 * x_warm - 1))
assert abs(warm["lnz"] - np.log((1 + 2 * x_warm) / 2)
           - log_prefactor / big_sum.n) < 1e-4
assert abs(warm["n0"] - 2 * x_warm / (1 + 2 * x_warm)) < 5e-3
# remaining difference: non-Gaussian fluctuations of order 1/N
assert abs(big_sum.n * warm["p2"] * (2 * x_warm - 1) - 1) < 0.05
assert abs(big_sum.averages(x_warm, 0.05)["p"]
           - pol_in_field(x_warm, 0.05)) < 0.01
assert big_sum.averages(x_warm, np.log(2 * x_warm) + 0.08)["p"] > 0.98
assert big_sum.averages(boltz(0.9 * t_c))["abs"] > 0.98
finite = {(q.n, t): q.averages(boltz(t))["abs"]
          for q in (small_sum, big_sum) for t in (t_low, t_high)}
assert finite[2000, t_low] > finite[500, t_low]
assert finite[2000, t_high] < finite[500, t_high]


# ---- true diamond lattice: exact layer matrices, sector by sector ----
def sector_growth(x, lx, ly):
    """ln(largest eigenvalue) per group for 0..M reversed arrows."""
    m = lx * ly
    vertex = np.zeros((4, 4))
    for a, n_near, pol in zip(arrows, near, group_pol):
        if n_near == 2:
            vertex[2 * a[2] + a[3], 2 * a[0] + a[1]] = 1 if pol else x
    layer = np.array([[1.0]])
    for _ in range(m):
        layer = np.kron(layer, vertex)
    powers = 2 ** np.arange(2 * m - 1, -1, -1)
    states = np.arange(4**m)
    bits = (states[:, None] // powers) % 2
    maps = []
    for dx, dy in ((1, 0), (0, 1)):
        met = np.zeros_like(bits)
        for i in range(lx):
            for j in range(ly):
                site = i * ly + j
                other = ((i + dx) % lx) * ly + (j + dy) % ly
                met[:, 2 * site] = bits[:, 2 * site + 1]
                met[:, 2 * site + 1] = bits[:, 2 * other]
        maps.append(met @ powers)
    result = []
    for lines in range(m + 1):
        sel = states[bits.sum(axis=1) == lines]
        first = layer[np.ix_(sel, maps[0][sel])]
        second = layer[np.ix_(sel, maps[1][sel])]
        two_layers = second @ first
        if len(sel) <= 100:
            top = np.linalg.eigvals(two_layers).real.max()
        else:
            start = 1 + 0.1 * np.linspace(0, 1, len(sel))
            top = eigs(two_layers, k=1, which="LR", v0=start,
                       return_eigenvectors=False)[0].real
        result.append(np.log(top) / (2 * m))
    return np.array(result)


def single_fraction(m):
    lines = np.arange(m + 1)
    return lines * (2 * m - lines) / (m * (2 * m - 1))


lattice = {}
for shape in ((2, 2), (3, 2)):
    groups = shape[0] * shape[1]
    cold = sector_growth(boltz(t_low), *shape)
    critical = sector_growth(0.5, *shape)
    hot = sector_growth(boltz(t_high), *shape)
    assert abs(cold[0]) < 1e-12 and np.all(cold[1:] < -1e-5)
    assert np.all(np.abs(critical) < 1e-9)
    assert np.argmax(hot) == groups              # unpolarised sector wins
    bound = single_fraction(groups) * np.log(2 * boltz(t_high))
    assert np.all(hot >= bound - 1e-10)
    lattice[shape] = (cold[groups], hot[groups], bound[groups])
h = 1e-4
rate = (sector_growth(0.5 * np.exp(h), 2, 2)
        - sector_growth(0.5 * np.exp(-h), 2, 2)) / (2 * h)
assert np.allclose(rate, single_fraction(4), atol=1e-6)


# ---- ice rule broken at a cost, and long-range coupling ----
def free_energy_curve(temp, w):
    """P and phi along a grid of s, from all 16 group arrangements."""
    energy = np.where(ice, np.where(group_pol == 0, eps, 0.0),
                      w * (near - 2.0)**2)
    s = np.linspace(0, 25, 50001)
    terms = (np.exp(-energy / (KB * temp))[:, None]
             * np.exp(np.outer(group_pol, s)))
    z = terms.sum(axis=0)
    pol = group_pol @ terms / z
    p = (1 + pol) / 2
    return pol, s * pol - np.log(z) + 2 * (entr(p) + entr(1 - p))


def cosh_broken(temp):
    x, y = boltz(temp), np.exp(-w_break / (KB * temp))
    return (1 - 2 * x - y**4) / (2 * y)


t_onset = brentq(lambda t: cosh_broken(t) - 1, 60, t_c)
t_ninety = brentq(lambda t: cosh_broken(t) - 1 / np.sqrt(1 - 0.9**2),
                  60, t_c)
for temp in (t_ninety, 0.5 * (t_ninety + t_onset), 1.01 * t_onset):
    pol, phi = free_energy_curve(temp, w_break)
    c = max(cosh_broken(temp), 1.0)
    assert abs(pol[np.argmin(phi)] - np.sqrt(1 - 1 / c**2)) < 2e-3
y_high = np.exp(-w_break / (KB * t_high))
broken = 8 * y_high + 2 * y_high**4
broken_fraction = broken / (2 + 4 * boltz(t_high) + broken)

coupling = 1.0                                   # meV, energy -J*P^2/2
t_coupled = brentq(lambda t: KB * t * np.log((1 + 2 * boltz(t)) / 2)
                   - coupling / 2, t_c, 400)
for factor, low, high in ((0.99, 0.999, 1.001), (1.01, -0.001, 0.01)):
    temp = factor * t_coupled
    pol, phi = free_energy_curve(temp, 1e6)
    best = pol[np.argmin(phi - coupling * pol**2 / (2 * KB * temp))]
    assert low < best < high

# ---- example in device units ----
p_sat = p_sat_uc * 1e-2                          # C/m2
volume = volume_nm3 * 1e-27                      # m3
dipole = p_sat * volume                          # C m
to_mev = 1e3 / const.e
latent = eps / 2
latent_jcm3 = latent / to_mev / volume * 1e-6
x_high = boltz(t_high)
chi = (dipole * p_sat / (const.epsilon_0 * const.k * t_high)
       / (2 * x_high - 1))
field_sat = (KB * t_high * np.log(2) - eps) / to_mev / dipole   # V/m
eta_half = 0.5 * dipole * field_sat / (const.k * t_high)
p_half = pol_in_field(x_high, eta_half)
t_breakdown = (eps + dipole * breakdown * 1e8 * to_mev) / (KB * np.log(2))
depolarisation = p_sat**2 * volume / (2 * const.epsilon_0) * to_mev
lorentz = p_sat**2 * volume / (3 * const.epsilon_0) * to_mev

# ---- proton tunnelling in a quartic double well ----
site_distance_nm, barrier = 0.036, 150.0         # rough


def splitting(mass, points):
    u = np.linspace(-0.08, 0.08, points)         # nm
    du = (u[1] - u[0]) * 1e-9
    kinetic = const.hbar**2 / (2 * mass * du**2) * to_mev
    well = barrier * ((u / (site_distance_nm / 2))**2 - 1)**2
    levels = eigh_tridiagonal(2 * kinetic + well,
                              np.full(points - 1, -kinetic),
                              select="i", select_range=(0, 1))[0]
    return levels[1] - levels[0]


deuteron = const.physical_constants["deuteron mass"][0]
split_h, split_d = splitting(const.m_p, 1601), splitting(deuteron, 1601)
assert abs(splitting(const.m_p, 801) / split_h - 1) < 0.01
assert abs(splitting(deuteron, 801) / split_d - 1) < 0.01

print(f"allowed arrangements per group: {ice.sum()} of {len(arrows)}")
print(f"along c: {along.sum()}, across c: {across.sum()}")
print(f"eps = {eps:.1f} meV")
print(f"volume per group = {volume_nm3:.2f} nm3")
print(f"saturation polarisation = {p_sat_uc:.1f} uC/cm2")
print(f"dipole per group = {dipole:.2e} C m")
print(f"transition temperature = {t_c:.2f} K")
print(f"kT at transition = {KB * t_c:.3f} meV")
for t in (t_low, t_high):
    print(f"T = {t:.0f} K: kT = {KB * t:.3f} meV, x = {boltz(t):.4f}")
    print(f"  2x = {2 * boltz(t):.4f}")
    print(f"  phi(P=0) = {-np.log((1 + 2 * boltz(t)) / 2):.5f}")
    for n in (500, 2000):
        print(f"  mean |P|, sum with N = {n}: {finite[n, t]:.4f}")
print(f"latent heat = {latent:.2f} meV per group")
print(f"latent heat = {latent_jcm3:.2f} J/cm3")
print(f"entropy jump = {latent / (KB * t_c):.4f} k per group")
print(f"electric susceptibility at {t_high:.0f} K = {chi:.0f}")
print(f"saturating field at {t_high:.0f} K = {field_sat * 1e-8:.4f} MV/cm")
print(f"P at half that field = {p_half:.4f}")
print(f"P at half that field = {p_half * p_sat_uc:.2f} uC/cm2")
print("diamond lattice, 3x2 groups per layer, P = 0 sector:")
print(f"  growth per group at {t_low:.0f} K = {lattice[3, 2][0]:.5f}")
print(f"  growth per group at {t_high:.0f} K = {lattice[3, 2][1]:.5f}")
print(f"  lower bound at {t_high:.0f} K = {lattice[3, 2][2]:.5f}")
print(f"broken-rule energy w = {w_break:.0f} meV (rough)")
print(f"  broken groups at {t_high:.0f} K = {100 * broken_fraction:.2f} %")
print(f"  onset of polarisation = {t_onset:.2f} K")
print(f"  P reaches 0.9 at {t_ninety:.2f} K")
print(f"long-range coupling J = {coupling:.1f} meV")
print(f"  transition moves to {t_coupled:.2f} K")
print(f"bare Lorentz coupling = {lorentz:.1f} meV")
print(f"depolarisation energy = {depolarisation:.1f} meV per group")
print(f"double well: sites {site_distance_nm:.3f} nm apart (rough)")
print(f"  barrier = {barrier:.0f} meV (rough)")
print(f"  tunnel splitting, H = {split_h:.1f} meV")
print(f"  tunnel splitting, D = {split_d:.1f} meV")
print(f"breakdown field = {breakdown:.1f} MV/cm (rough)")
print(f"  saturation by field possible up to {t_breakdown:.1f} K")
print("verified")
```

It prints:

```
allowed arrangements per group: 6 of 16
along c: 2, across c: 4
eps = 7.2 meV
volume per group = 0.10 nm3
saturation polarisation = 5.0 uC/cm2
dipole per group = 5.00e-30 C m
transition temperature = 120.54 K
kT at transition = 10.387 meV
T = 115 K: kT = 9.910 meV, x = 0.4836
  2x = 0.9672
  phi(P=0) = 0.01656
  mean |P|, sum with N = 500: 0.9291
  mean |P|, sum with N = 2000: 0.9848
T = 125 K: kT = 10.772 meV, x = 0.5125
  2x = 1.0250
  phi(P=0) = -0.01244
  mean |P|, sum with N = 500: 0.2253
  mean |P|, sum with N = 2000: 0.1128
latent heat = 3.60 meV per group
latent heat = 5.77 J/cm3
entropy jump = 0.3466 k per group
electric susceptibility at 125 K = 654
saturating field at 125 K = 0.0853 MV/cm
P at half that field = 0.4954
P at half that field = 2.48 uC/cm2
diamond lattice, 3x2 groups per layer, P = 0 sector:
  growth per group at 115 K = -0.01810
  growth per group at 125 K = 0.01355
  lower bound at 125 K = 0.01349
broken-rule energy w = 50 meV (rough)
  broken groups at 125 K = 1.87 %
  onset of polarisation = 118.03 K
  P reaches 0.9 at 115.45 K
long-range coupling J = 1.0 meV
  transition moves to 136.94 K
bare Lorentz coupling = 58.7 meV
depolarisation energy = 88.1 meV per group
double well: sites 0.036 nm apart (rough)
  barrier = 150 meV (rough)
  tunnel splitting, H = 99.9 meV
  tunnel splitting, D = 41.7 meV
breakdown field = 0.3 MV/cm (rough)
  saturation by field possible up to 136.2 K
verified
```
